# The Raman anti-Stokes to Stokes ratio as a thermometer

## Result and conditions

A laser of angular frequency \(\omega_L\) illuminates a vibration of frequency \(\Omega\) in thermal equilibrium at temperature \(T\). Stokes scattering adds a vibrational quantum and emits at \(\omega_S=\omega_L-\Omega\). Anti-Stokes scattering removes one and emits at \(\omega_{aS}=\omega_L+\Omega\). The ratio of the anti-Stokes to the Stokes signal is

\[
R_m=\left(\frac{\omega_{aS}}{\omega_S}\right)^m e^{-\hbar\Omega/k_BT},
\qquad
m=\begin{cases}3 & \text{photon counts}\\ 4 & \text{detected energy.}\end{cases}
\]

Detailed balance supplies the exponential. The power of frequency comes from light emission. The formula assumes that

- the line is narrow and scattering is spontaneous;
- the polarizability derivative is the same for both lines, which requires photon energies far below electronic resonances;
- collection, absorption and detector response are equal for both lines, or have been corrected.

The temperature is that of the probed vibration. If the laser drives this vibration out of equilibrium with the rest of the solid, the two temperatures differ.

## The scattering matrix element

Let \(Q\) be the vibrational coordinate and take an isotropic polarizability \(\alpha(Q)=\alpha_0+\alpha'Q\). The energy of an induced dipole in a field is

\[
H_{\rm int}=-\tfrac12\,\alpha(Q)\,\mathbf E^2 .
\]

The factor one half appears because the field creates the dipole on which it acts. In a quantization volume \(V\), a mode with polarization \(\mathbf e\) has, at the scatterer,

\[
\mathbf E=i\sqrt{\frac{\hbar\omega}{2\epsilon_0V}}\;\mathbf e\,(a-a^\dagger).
\]

The total field is \(\mathbf E_L+\mathbf E_s\), where \(s\) denotes the scattered mode. Its square contains \(2\mathbf E_L\cdot\mathbf E_s\). The part that destroys a laser photon and creates a scattered one has the phase \(i(-i)=1\), so

\[
H'=-\alpha'Q\,\frac{\hbar\sqrt{\omega_L\omega_s}}{2\epsilon_0V}
(\mathbf e_s\cdot\mathbf e_L)\,a_La_s^\dagger .
\]

The 2 from the cross term has cancelled the one half. With \(N_L\) laser photons and an empty scattered mode, \(a_L\) gives \(\sqrt{N_L}\) and \(a_s^\dagger\) gives 1. For a vibrational transition \(i\to f\),

\[
|M|^2=\alpha'^2|Q_{fi}|^2
\frac{\hbar^2\omega_L\omega_s}{4\epsilon_0^2V^2}\,N_L|\mathbf e_s\cdot\mathbf e_L|^2 .
\]

## Where the third and fourth powers come from

The number of modes in \(d^3k\) is \(V\,d^3k/(2\pi)^3\). With \(k=\omega_s/c\) and \(dk=dE/(\hbar c)\), the mode density per energy and solid angle is

\[
\rho=\frac{V\omega_s^2}{(2\pi)^3c^3\hbar}.
\]

The golden rule gives the photon rate per solid angle:

\[
\frac{dW}{dO}=\frac{2\pi}{\hbar}|M|^2\rho
=\frac{\alpha'^2|Q_{fi}|^2\omega_L\omega_s^3N_L}{16\pi^2\epsilon_0^2c^3V}
|\mathbf e_s\cdot\mathbf e_L|^2 ,
\]

where \(2\pi/(4\cdot8\pi^3)=1/(16\pi^2)\). Dividing by the incident photon flux \(N_Lc/V\) gives the photon-number cross section

\[
\frac{d\sigma}{dO}=\frac{\alpha'^2|Q_{fi}|^2}{16\pi^2\epsilon_0^2c^4}\,
\omega_L\omega_s^3\,|\mathbf e_s\cdot\mathbf e_L|^2 .
\]

One factor \(\omega_s\) comes from the field per photon and two come from the mode density. To obtain scattered power per incident intensity, multiply by \(\hbar\omega_s/\hbar\omega_L\). The laser frequency cancels and \(\omega_s^4\) remains.

Classical electrodynamics confirms the absolute factor. The sum over scattered polarizations and directions gives \(8\pi/3\), so the energy cross section is

\[
\sigma_E=\frac{8\pi}{3}\,\frac{\alpha'^2|Q_{fi}|^2\omega_s^4}{16\pi^2\epsilon_0^2c^4}
=\frac{\alpha'^2|Q_{fi}|^2\omega_s^4}{6\pi\epsilon_0^2c^4}.
\]

A dipole of amplitude \(p=\alpha'|Q_{fi}|E_0\) radiates \(p^2\omega_s^4/(12\pi\epsilon_0c^3)\). Division by the laser intensity \(\epsilon_0cE_0^2/2\) gives the same \(\sigma_E\). This amplitude is the right one: a classical motion \(Q_0\cos\Omega t\) multiplies \(E_0\cos\omega_Lt\) to give sidebands of amplitude \(\alpha'Q_0E_0/2\), and \(Q_0/2\) corresponds to \(|Q_{fi}|\).

For a crystal, a susceptibility derivative replaces \(\alpha'\), and the refractive index enters as described below. Each phonon mode is still a harmonic oscillator. The two lines involve slightly different phonon wavevectors, both small on the scale of the Brillouin zone, so their phonon frequencies are taken as equal.

## Detailed balance gives the exponential

Put the vibration in a Planck field at temperature \(T\). Let state \(f\) lie \(\hbar\Omega\) above state \(i\). The upward process absorbs a photon at \(\omega_L\) and emits one at \(\omega_S\); the downward process is its reverse. Since \(H_{\rm int}\) is Hermitian, both have the same squared matrix element apart from photon occupations. Equality of the two rates in equilibrium reads

\[
p_iN_L(N_S+1)=p_fN_S(N_L+1).
\]

Here \(N_L\) and \(N_S\) are thermal occupations. For a Planck distribution \(N/(N+1)=e^{-\hbar\omega/k_BT}\), hence

\[
\frac{p_f}{p_i}=\frac{N_L}{N_L+1}\,\frac{N_S+1}{N_S}
=e^{-\hbar(\omega_L-\omega_S)/k_BT}=e^{-\hbar\Omega/k_BT}.
\]

The laser in the experiment is not thermal. It samples these populations without changing them, provided that it is weak.

Now sum over the starting states. For an oscillator of mass \(M\),

\[
Q=\sqrt{\frac{\hbar}{2M\Omega}}\,(b+b^\dagger),\qquad
|Q_{n+1,n}|^2=\frac{\hbar}{2M\Omega}(n+1),\qquad
|Q_{n-1,n}|^2=\frac{\hbar}{2M\Omega}\,n .
\]

Let \(u=e^{-\hbar\Omega/k_BT}\). Then \(p_n=(1-u)u^n\) and

\[
\bar n=\sum_n n\,p_n=\frac{u}{1-u},\qquad
\bar n+1=\frac{1}{1-u}.
\]

The Stokes weight is \((\hbar/2M\Omega)(\bar n+1)\) and the anti-Stokes weight is \((\hbar/2M\Omega)\bar n\). Their ratio is \(\bar n/(\bar n+1)=u\). Multiplication by the emission factor gives the stated \(R_m\).

The exponential does not depend on harmonicity. For any pair of levels separated by \(\Delta\), the upward and downward squared matrix elements are equal and the populations differ by \(e^{-\Delta/k_BT}\). In an anharmonic band the formula therefore applies to each transition with its own \(\Delta\). One common exponential for the whole band requires a band narrow compared with \(k_BT/\hbar\).

## Reading the temperature

Define \(\theta=\hbar\Omega/k_B\). Taking the logarithm of \(R_m\) and solving for \(T\),

\[
\ln R_m=m\ln\frac{\omega_{aS}}{\omega_S}-\frac{\theta}{T}
\quad\Longrightarrow\quad
T=\frac{\theta}{m\ln(\omega_{aS}/\omega_S)-\ln R_m}.
\]

Suppose the frequency factor is left out. The inferred temperature \(T_0'\) then satisfies \(1/T_0'=1/T-(m/\theta)\ln(\omega_{aS}/\omega_S)\). For \(\Omega\ll\omega_L\), the logarithm is \(2\Omega/\omega_L\) to leading order, so

\[
\frac1{T_0'}\simeq\frac1T-\frac{2mk_B}{\hbar\omega_L}.
\]

The vibrational frequency has cancelled. At this order, choosing a softer or stiffer mode does not reduce the error; a larger laser photon energy does.

With \(\Omega\) held fixed, differentiation gives \(d\ln R_m/dT=\theta/T^2\). For independent Poisson counts \(N_S\) and \(N_{aS}\), now meaning detected photons, the variance of \(\ln R\) is \(1/N_S+1/N_{aS}\) when both counts are large. The temperature uncertainty is

\[
\delta T=\frac{T^2}{\theta}\sqrt{\frac1{N_S}+\frac1{N_{aS}}}.
\]

For \(T\ll\theta\) the anti-Stokes line becomes exponentially weak and its noise dominates. For \(T\gg\theta\) the exponential tends to 1, and \(R_m\) approaches \((\omega_{aS}/\omega_S)^m\), which exceeds 1. For \(\Omega\ll\omega_L\), however, the ratio passes 1 only at \(T\simeq\hbar\omega_L/(2mk_B)\), whatever the vibrational frequency. For photon counts with a 532 nm laser this is about 4500 K, far above the melting point of silicon. At ordinary temperatures the ideal ratio therefore stays below 1 with visible light, though uncorrected optical or detector factors can raise the measured one.

## Silicon at 400 K

Take a 532 nm laser and a 520 cm\(^{-1}\) phonon, values in the regime of silicon micro-Raman thermometry. The laser wavenumber is 18797 cm\(^{-1}\), so the lines lie at 18277 and 19317 cm\(^{-1}\), or 547.1 and 517.7 nm. With \(\theta=748.16\) K,

\[
e^{-\theta/T}=e^{-1.8704}=0.1541,\qquad
\frac{\omega_{aS}}{\omega_S}=\frac{19317}{18277}=1.0569 .
\]

The ideal ratios are

\[
R_3=1.1806\times0.1541=0.1819,\qquad
R_4=1.2478\times0.1541=0.1922 .
\]

If the frequency factor is omitted from the count analysis, the inferred temperature is 439 K instead of 400 K. Using the quartic factor for counts gives 388.5 K; using the cubic factor for energy gives 412.2 K. The calibration of the detector, in photons or in energy, decides which power is correct.

The sensitivity is \(748.16/400^2=0.468\) percent per kelvin, so a 1 percent error in the ratio costs 2.14 K. With 100000 Stokes counts, the ideal anti-Stokes count is 18188 and \(\delta T=1.72\) K. Poisson sampling of 20000 simulated measurements gave 1.73 K.

## Why equal polarizability is a separate assumption

Microscopic reversibility pairs Stokes scattering from \(\omega_L\) to \(\omega_S\) with anti-Stokes scattering from \(\omega_S\) to \(\omega_L\). The experiment instead uses one laser frequency for both lines. A model with one electronic excited state shows what this costs.

Let the electronic gap be \(E_0\), and write \(E_L=\hbar\omega_L\), \(E_s=\hbar\omega_s\). In the excited state the vibrational Hamiltonian is

\[
H_e=E_0+\hbar\Omega b^\dagger b+g\hbar\Omega(b+b^\dagger),\qquad |g|\ll1 .
\]

The ground-state levels are \(E_n=n\hbar\Omega\). Second-order perturbation theory in the field gives an amplitude proportional to

\[
\langle f|(H_e-E_i-E_L)^{-1}|i\rangle+
\langle f|(H_e-E_f+E_L)^{-1}|i\rangle .
\]

The first term absorbs before emitting; the second emits before absorbing. In the second, energy conservation \(E_i+E_L=E_f+E_s\) has replaced \(E_s-E_i\) by \(E_L-E_f\).

Write the operator to be inverted as \(A+B\), with \(B=g\hbar\Omega(b+b^\dagger)\). To first order, \((A+B)^{-1}\simeq A^{-1}-A^{-1}BA^{-1}\). The diagonal term \(A^{-1}\) does not change \(n\), so the second term gives the Raman amplitude. For Stokes scattering, \(f=n+1\), the two diagonal denominators in the first time order are

\[
E_0+\hbar\Omega-E_L=E_0-E_S,\qquad E_0-E_L,
\]

and in the second they are \(E_0+E_L\) and \(E_0-\hbar\Omega+E_L=E_0+E_S\). For anti-Stokes scattering, \(\hbar\Omega\) changes sign and \(E_S\) becomes \(E_{aS}\). Apart from common factors and the vibrational matrix element already counted, both amplitudes are

\[
F(E_s)=\frac1{(E_0-E_L)(E_0-E_s)}+\frac1{(E_0+E_L)(E_0+E_s)} .
\]

This is symmetric under exchange of \(E_L\) and \(E_s\), as reversibility requires. At fixed \(E_L\), however, the ratio acquires the factor \(\eta_{\rm res}=[F(E_{aS})/F(E_S)]^2\).

For a large gap, expansion gives

\[
F(E_s)=\frac2{E_0^2}\left[1+\frac{E_L^2+E_LE_s+E_s^2}{E_0^2}+\cdots\right].
\]

The odd terms cancel between the two time orders. Since \(E_{aS}-E_S=2\hbar\Omega\) and \(E_{aS}^2-E_S^2=4E_L\hbar\Omega\), the difference of the brackets is \(6E_L\hbar\Omega/E_0^2\). Squaring the amplitude ratio doubles it:

\[
\eta_{\rm res}\simeq1+\frac{12E_L\hbar\Omega}{E_0^2}.
\]

With \(E_L=2.3305\) eV, \(\hbar\Omega=64.47\) meV and \(E_0=100\) eV, this is 1.00018, the value also found by numerical inversion of \(H_e\). Silicon has strong direct transitions near 3.4 eV, a rough value. The full model formula then gives \(\eta_{\rm res}=1.261\). Since

\[
\frac1{T'}=\frac1T-\frac{\ln\eta}{\theta},
\]

this factor alone raises the inferred temperature by about 57 K. It is an estimate from one isolated gap. The real band structure has a continuum of transitions. Those at higher energy weaken the effect if their amplitudes add with the same sign, and can strengthen it if the signs are opposite. Spreading the amplitude of this model evenly over gaps from 3.4 to 4.5 eV, for example, gives \(\eta_{\rm res}\approx1.18\), or about 39 K.

## Absorption, surface and heating

In backscattering from a thick crystal, light scattered at depth \(z\) is attenuated on both passes. With absorption coefficients \(a_L\) and \(a_s\),

\[
\int_0^\infty e^{-(a_L+a_s)z}dz=\frac1{a_L+a_s},
\qquad
\eta_{\rm abs}=\frac{a_L+a_S}{a_L+a_{aS}} .
\]

Rough room-temperature values of 0.77, 0.66 and 0.90 µm\(^{-1}\) for the laser, Stokes and anti-Stokes light give \(1.43/1.67=0.856\). This alone shifts the inferred temperature by about \(-31\) K.

The refractive index \(n_s\) also acts at the scattered frequency. Let \(n_g=d(\omega n)/d\omega\) be the group index. For weak absorption the energy density of a wave is proportional to \(n_sn_g\mathbf E^2\), so the squared field per photon scales as \(1/(n_sn_g)\). The mode density \(k^2\,dk/d\omega\) scales as \(n_s^2n_g\). The group index cancels, and emission scales as \(n_s\). At normal incidence, continuity of the fields gives \(1+r=t\) and \(n_s(1-r)=t\). Hence \(t=2n_s/(1+n_s)\), and the transmitted power fraction is \(t^2/n_s=4n_s/(1+n_s)^2\). Refraction reduces the internal solid angle that feeds a small external one by \(1/n_s^2\). The product of the three factors is

\[
n_s\,\frac{4n_s}{(1+n_s)^2}\,\frac1{n_s^2}=\frac4{(1+n_s)^2}.
\]

As an illustration, assume indices of 4.09 and 4.20; mainly their difference of about 0.1 matters. The correction is \((5.09/5.20)^2=0.958\), or about \(-9\) K. The resonance, absorption and surface factors multiply to 1.034, leaving an error of about \(+7\) K. Even its sign depends on the single-gap model: with \(\eta_{\rm res}\approx1.18\) the remainder is about \(-6\) K. The near cancellation therefore does not justify using the bare formula.

The laser also heats the spot. Let power \(P\) be absorbed at the surface with flux \(q(r)=(2P/\pi w^2)e^{-2r^2/w^2}\). On an insulated half-space of conductivity \(\kappa\), a surface point source of power \(dP\) produces a rise \(dP/(2\pi\kappa r)\). At the spot centre,

\[
\Delta T=\int_0^\infty\frac{q(r)}{2\pi\kappa r}\,2\pi r\,dr
=\frac1\kappa\,\frac{2P}{\pi w^2}\,\frac w2\sqrt{\frac\pi2}
=\frac{P}{\sqrt{2\pi}\,\kappa w}.
\]

For \(P=1\) mW, \(w=0.5\) µm and a rough \(\kappa=100\) W/(m K), this is 8.0 K. Within Fourier conduction in a thick, uniform crystal it is an upper estimate, because absorption over a finite depth spreads the heat. It does not cover thin membranes, or spots comparable to phonon mean free paths. With the absorption coefficient of 0.77 µm\(^{-1}\) used above, most of the light is absorbed deeper than one spot radius, and summing the point-source rise over depth gives only about 2.3 K at the spot centre. In silicon, part of the heat is carried by phonons whose mean free paths are of the order of this spot size, so these Fourier values are a guide and not strict bounds. This rise is a real temperature difference from the unilluminated sample, not an error of the ratio. The ratio reports an average over the probed volume; weighting by the beam intensity and by \(e^{-(a_L+a_S)z}\) gives about 1.7 K here. The rise does matter in calibration, as shown below. Thermal light is negligible: the Stokes mode holds \(2.8\times10^{-29}\) thermal photons at 400 K.

## Calibration and what it leaves

Let the measured ratio be \(R=CR_m\), where \(C\) contains all correction factors. If \(C\) and \(\Omega\) do not change with temperature, subtracting the logarithms at \(T\) and at a known \(T_0\) gives

\[
\ln\frac{R}{R_0}=\frac\theta{T_0}-\frac\theta T
\quad\Longrightarrow\quad
\frac1T=\frac1{T_0}-\frac1\theta\ln\frac R{R_0}.
\]

The detector response, the optical corrections and the frequency power all cancel. For silicon in this regime the individual corrections reach tens of kelvin; calibration removes their constant part, which the bare formula ignores.

Here \(T_0\) must be the temperature of the illuminated spot, not of the stage. If the laser raises the spot by \(\delta_0\) during calibration and this is ignored, then \(1/T'\simeq1/T+\delta_0/T_0^2\), so \(T'-T\simeq-(T/T_0)^2\delta_0\). For \(T_0=300\) K and \(T=400\) K this is \(-1.8\) K per kelvin of rise. With the 1 mW beam above and a rough \(\kappa=150\) W/(m K) at 300 K, the centre rise is about 1.6 K and the error about \(-2.8\) K. With this heating made negligible or corrected, error remains from drift between \(T_0=300\) K and 400 K. A rough phonon slope of \(-0.022\) cm\(^{-1}\)/K lowers the wavenumber from 520 to 517.8 cm\(^{-1}\). If only the exponential changed, the inferred temperature would be \(400\times520/517.8\), an error of \(+1.7\) K. The simulated error is \(+1.3\) K, because the smaller Raman shift also reduces the frequency factor (about \(-0.15\) K) and the resonance factor (about \(-0.2\) K).

In the single-gap model, a rough gap slope of \(-0.4\) meV/K adds \(+2.1\) K: the falling gap moves closer to the anti-Stokes photon energy and strengthens that line more. Both drifts together give \(+3.4\) K. Changes in the absorption and index ratios are left out, so this is not a complete error budget. Calibration at several known temperatures, at a laser power low enough that heating is negligible, would measure the combined drift directly. The numerical output below lists the inputs and results.

## Calculated quantities

```
Laser wavelength: 532.0 nm
Phonon wavenumber: 520.0 cm^-1
Sample temperature: 400.0 K
Laser wavenumber: 18797.0 cm^-1
Stokes wavenumber: 18277.0 cm^-1
Anti-Stokes wavenumber: 19317.0 cm^-1
Stokes wavelength: 547.1 nm
Anti-Stokes wavelength: 517.7 nm
Laser photon energy: 2.3305 eV
Phonon energy: 64.47 meV
Phonon temperature theta: 748.16 K
theta/T: 1.8704
Mean phonon number: 0.1821
Boltzmann factor: 0.1541
Optical frequency ratio: 1.05690
Cubic factor: 1.1806
Quartic factor: 1.2478
Photon-count ratio: 0.1819
Detected-energy ratio: 0.1922
Count ratio from numerical emission and sums: 0.1819
Energy ratio from numerical emission and sums: 0.1922
T from counts, frequency factor omitted: 439.0 K
T from counts, quartic factor wrongly used: 388.5 K
T from energy, cubic factor wrongly used: 412.2 K
Sensitivity d ln R/dT: 0.468 percent/K
T error for 1 percent ratio error: 2.14 K
Stokes counts: 100000
Anti-Stokes counts: 18188
Counting noise, formula: 1.72 K
Counting noise, sampled: 1.73 K
Electronic gap, rough: 3.40 eV
Absorption laser, Stokes, anti-Stokes, rough: 0.77, 0.66, 0.90 um^-1
Index Stokes, anti-Stokes, rough: 4.09, 4.20
Resonance factor on ratio: 1.261
Resonance factor for a 100 eV gap: 1.00018
Absorption-depth factor on ratio: 0.856
Surface factor on ratio: 0.958
Product of the three factors: 1.034
T error from resonance alone: +56.6 K
T error from absorption alone: -30.6 K
T error from surface alone: -8.9 K
T error from all three: +7.4 K
Absorbed laser power: 1.0 mW
Spot radius (1/e^2 intensity): 0.50 um
Thermal conductivity, rough: 100 W/(m K)
Upper estimate of laser heating: 8.0 K
Thermal photons per Stokes mode: 2.8e-29
Calibration temperature: 300.0 K
Phonon slope, rough: -0.022 cm^-1/K
Gap slope, rough: -0.40 meV/K
Calibrated T error, phonon softening: +1.34 K
Calibrated T error, gap drift: +2.08 K
Calibrated T error, both drifts: +3.42 K
```
